# Reversible adsorption of hard rods: Tonks pressure and logarithmic filling

Identical hard rods of length \(s\) adsorb reversibly anywhere on a long smooth line. They may not overlap and have no other interaction. Let \(\rho\) be the number of rods per length, \(\theta=\rho s\) the covered fraction and \(k_BT\,p\) the one-dimensional pressure, which is a force. Let \(z\,dx\) be the statistical weight of placing one rod with its left end in \(dx\), and let \(K=zs\), a pure number. In equilibrium

\[
p=\frac{\rho}{1-\theta},\qquad
K=\frac{\theta}{1-\theta}\,e^{\theta/(1-\theta)},\qquad
1-\theta=\frac{1}{1+W(K)} ,
\]

where \(W\) is the Lambert function, the positive solution of \(We^{W}=K\). The first relation is the Tonks equation of state. The last one gives

\[
(1-\theta)\ln K\to1\qquad (K\to\infty).
\]

The uncovered fraction is thus one over \(\ln K\) to leading order, not as an equality. Langmuir adsorption on independent sites would leave \(1/(1+K)\).

## First derivation: the grand sum

**Configurations.** Put \(N\) rods inside a segment of length \(L\), with ordered left ends \(x_1<\dots<x_N\). The conditions are \(x_1\ge0\), \(x_{i+1}\ge x_i+s\) and \(x_N\le L-s\). Define \(y_i=x_i-(i-1)s\), which removes the length of all rods to the left. The conditions become

\[
0\le y_1\le y_2\le\dots\le y_N\le L-Ns .
\]

The shift has unit Jacobian. Without the ordering, the volume would be \((L-Ns)^N\); the ordering selects one of \(N!\) equal parts. The grand sum is therefore

\[
\Xi(L)=\sum_{Ns\le L}\frac{z^N(L-Ns)^N}{N!}.
\]

**An equation for the sum.** For \(L>s\), differentiate each term with \(N\ge1\):

\[
\frac{d}{dL}\frac{z^N(L-Ns)^N}{N!}
=z\,\frac{z^{N-1}\left[(L-s)-(N-1)s\right]^{N-1}}{(N-1)!}.
\]

The right side is \(z\) times the term with \(N-1\) rods on a segment of length \(L-s\). Summing, and using \(\Xi=1\) for \(0\le L\le s\),

\[
\Xi(L)=1+z\int_s^L\Xi(t-s)\,dt\qquad(L\ge s).
\]

**The growth rate.** Let \(p\) be the positive number with \(p=ze^{-ps}\). Multiplying by \(s e^{ps}\) gives \(ps\,e^{ps}=K\), so \(ps=W(K)\). This \(p\) is the growth rate of \(\Xi\), because

\[
e^{p(L-s)}\le\Xi(L)\le e^{pL}.
\]

On \(0\le L\le s\) both inequalities hold, since \(\Xi=1\). Suppose they hold up to some multiple of \(s\). On the next interval the integral equation uses only values already bounded, and

\[
\Xi(L)\le e^{ps}+ze^{-ps}\int_s^L e^{pt}dt
=e^{ps}+\left(e^{pL}-e^{ps}\right)=e^{pL},
\]

where \(1\le e^{ps}\) and \(ze^{-ps}=p\) were used. For the lower bound,

\[
\Xi(L)\ge1+ze^{-2ps}\int_s^Le^{pt}dt
=1+e^{-ps}\left(e^{pL}-e^{ps}\right)=e^{p(L-s)}.
\]

Induction carries both bounds to every \(L\). Hence \(\ln\Xi/L\to p\). The grand potential is \(-k_BT\ln\Xi\), and for a long line it equals minus the pressure times \(L\), so the pressure is \(k_BTp\).

**The coverage.** The mean number of rods is \(\partial\ln\Xi/\partial\ln z\). The second derivative of \(\ln\Xi\) with respect to \(\ln z\) is the variance of \(N\), which is not negative. Thus \(\ln\Xi/L\) is convex in \(\ln z\). When convex functions converge to a differentiable limit, their derivatives converge too, so \(\rho=dp/d\ln z\). At fixed \(s\) this reads \(\theta=d(ps)/d\ln K\). Write \(W=ps\) and differentiate \(W+\ln W=\ln K\):

\[
\left(1+\frac1W\right)dW=d\ln K
\quad\Rightarrow\quad
\theta=\frac{W}{1+W},\qquad 1-\theta=\frac1{1+W}.
\]

Dividing the two expressions gives \(ps=W=\theta/(1-\theta)\). Division by \(s\) gives the Tonks equation, and insertion into \(We^W=K\) gives the isotherm.

## Second derivation: gaps and detailed balance

**The rates.** Let rods attempt to land at a rate \(k_a\) per length, uniformly along the line, succeeding only where they fit. Let each adsorbed rod leave at rate \(k_d\). Adding a rod in \(dx\) multiplies the weight of a configuration by \(z\,dx\). Detailed balance therefore requires \(k_a\,dx=k_d z\,dx\), so that \(K=zs=k_as/k_d\). All allowed configurations can be reached from one another through the empty line. The stationary state is then the equilibrium one, even if adsorbed rods do not move.

**The gaps.** Take a ring of circumference \(L\) with \(N\) rods and free length \(F=L-Ns\). Removing the rods turns them into independent, uniformly placed points on a ring of circumference \(F\). The gap after a given rod exceeds \(g\) when the other \(N-1\) points all miss an arc of length \(g\). For a large ring,

\[
\left(1-\frac gF\right)^{N-1}\to e^{-qg},
\qquad q=\frac NF=\frac{\rho}{1-\theta}.
\]

The gap density is \(qe^{-qg}\), with mean \(1/q\). A further segment of length \(d\) can start anywhere within a length \(g-d\) of a gap \(g>d\). The fraction of the line where it can start is

\[
R(d)=\rho\int_d^\infty(g-d)\,qe^{-qg}\,dg
=\frac{\rho}{q}e^{-qd}=(1-\theta)e^{-qd}.
\]

The integral follows from \(g=d+u\) and \(\int_0^\infty u\,qe^{-qu}du=1/q\). For \(d=0\) it returns the uncovered fraction, as it must.

**The balance.** Landing at rate \(k_aR(s)\) per length equals leaving at rate \(k_d\rho\). Multiplication by \(s/k_d\) gives

\[
K(1-\theta)e^{-\theta/(1-\theta)}=\theta ,
\]

which is the isotherm. With \(v=\theta/(1-\theta)\) it reads \(ve^v=K\). The left side increases with \(v\), so \(v=W(K)\) is the only positive solution, and \(1-\theta=1/(1+W)\).

**The pressure.** At fixed temperature the Gibbs–Duhem relation is \(dp=\rho\,d\ln z\). Since \(\ln K=v+\ln v\) and \(\theta=v/(1+v)\),

\[
s\,dp=\theta\,d\ln K
=\frac{v}{1+v}\left(1+\frac1v\right)dv=dv .
\]

Both \(p\) and \(v\) vanish on the empty line, so \(ps=v\). This is the Tonks equation again, and it shows that the gap decay rate \(q\) equals \(p\).

A simulation of landing and leaving with immobile rods, which does not use the isotherm, gave \(\theta=0.635\) at \(K=10\), against 0.636 from the formula. The room for a segment of length \(0.4s\) was 0.182, against 0.181.

## What the two derivations assume

Both require one rod length, a smooth line, hard-core forces alone and thermal equilibrium. Both also remove the rod lengths from the coordinates, so they are not independent at that point.

The grand sum needs no rates. It gives the pressure directly, and bounds \(\Xi\) on a segment of any length. The balance argument needs landing and leaving rates that obey detailed balance, and a ring large enough for the exponential gap law. It obtains the pressure only by integration, but it shows where the logarithm comes from: a rod needs a continuous gap of length \(s\), and the chance of finding one carries the factor \(e^{-ps}\). Bare length scattered in small gaps does not help.

With a further assumption, the second route also gives a time. If adsorbed rods diffuse fast enough to keep the gaps equilibrated, then \(\dot\theta=k_d[KR(s)-\theta]\). From \(\ln R(s)=\ln(1-\theta)-\theta/(1-\theta)\),

\[
\frac{1}{R}\frac{dR}{d\theta}
=-\frac1{1-\theta}-\frac1{(1-\theta)^2}.
\]

At equilibrium \(KR=\theta\), so a small deviation decays at the rate

\[
k_d\left[1+\frac{\theta(2-\theta)}{(1-\theta)^2}\right]
=\frac{k_d}{(1-\theta)^2},
\]

because \((1-\theta)^2+2\theta-\theta^2=1\). Without diffusion this rate does not apply.

## The two limits

For small \(K\), \(W=K-K^2+\dots\), and hence

\[
\theta=W-W^2+\dots=K-2K^2+\dots .
\]

Langmuir's isotherm gives \(K-K^2\). The coefficient 2 arises because one rod forbids a length \(2s\) to the left end of another.

For \(K\ge e\), \(W\ge1\), and \(W+\ln W=\ln K\) gives \(W\le\ln K\). Then \(\ln W\le\ln\ln K\), and \(W\ge\ln K-\ln\ln K\). Therefore

\[
\frac1{1+\ln K}\le1-\theta\le\frac1{1+\ln K-\ln\ln K}.
\]

Multiplication by \(\ln K\) sends both bounds to 1, which proves the asymptotic law. The approach is slow and not monotonic. Write

\[
(1-\theta)\ln K=\frac{W+\ln W}{1+W}.
\]

This exceeds 1 when \(W>e\), that is, for \(K>e^{1+e}\approx41.2\). The numerator of its derivative is

\[
\left(1+\frac1W\right)(1+W)-(W+\ln W)=2+\frac1W-\ln W ,
\]

which decreases with \(W\) and changes sign once. At the maximum \(\ln W=2+1/W\), and the product is \((1+W)^2/[W(1+W)]=1+1/W\). Numerically \(W=8.33\), \(K=3.5\times10^4\), and the product is 1.12. For \(K>41.2\), then, the true gap fraction exceeds \(1/\ln K\) by at most about 12% of \(1/\ln K\). At \(K=10^{300}\) the excess is still 0.8%.

To halve the uncovered fraction, \(1+W\) must double, so \(W'=2W+1\). The required factor in \(K\) is

\[
\frac{K'}K=\frac{(2W+1)e^{2W+1}}{We^W}
=\left(2+\frac1W\right)e^{W+1}.
\]

## An inhibitor along a step edge

Area-selective deposition can use small molecules to block a surface. Consider a small aromatic inhibitor held along a metal step edge, with rough typical values: \(s=0.70\) nm, well depth \(E=1.40\) eV, 450 K, 0.10 Torr, mass 93 u, transverse stiffness \(\kappa=10\) N/m and rms libration \(\phi=0.20\) rad about each of three axes.

For classical motion and an ideal vapour of density \(n\), the momentum factors cancel between vapour and line. Internal vibrations are taken as unchanged. What remains is the transverse Gaussian integral \(A=2\pi k_BT/\kappa\), the fraction of orientations kept, and the Boltzmann factor:

\[
K=nsAf\,e^{E/k_BT},\qquad
f=\frac{(2\pi)^{3/2}\phi^3}{8\pi^2}.
\]

Here \(8\pi^2\) is the full volume of orientations, and \(f\) counts a single adsorbed orientation. A molecule with several symmetry-equivalent orientations has \(f\) and \(K\) multiplied by their number; two of them would lower the bare fraction found below from 0.105 to 0.098. With lengths in nm,

\[
K=(2.146\times10^{-6})(0.70)(3.904\times10^{-3})
(1.596\times10^{-3})(4.779\times10^{15})
=4.47\times10^4 .
\]

Then \(\ln K=10.71\), \(W=8.56\) and

\[
1-\theta=\frac1{1+8.56}=0.105 .
\]

The estimate \(1/\ln K\) gives 0.093, and Langmuir's isotherm at the same \(K\) gives \(2.2\times10^{-5}\). The mean gap is \(0.70/8.56=0.082\) nm, and the force along the line is \(Wk_BT/s=76\) pN.

A tenth of the edge is bare, yet at any moment little of it is accessible, though repeated attempts can still find an opening. For a precursor treated as a hard segment of 0.40 nm on the same line, the room is

\[
0.105\,e^{-8.56\times0.40/0.70}\approx7.9\times10^{-4}.
\]

Halving the bare fraction needs \(K\) to rise by a factor of \(3.0\times10^4\). At fixed binding this means \(3.0\times10^3\) Torr, where molecules of this size may already condense to a liquid, so the ideal-vapour formula cannot be relied on; at fixed pressure it means 0.40 eV more binding.

## Where the law bends and where it breaks

The step edge has atoms, so its potential is not smooth. Let it multiply the weight by a periodic factor \(w(x)\). If \(s\) is a whole number of periods, put \(\Xi=e^{px}\varphi(x)\), with \(\varphi\) positive and periodic, into \(\Xi'(x)=zw(x)\Xi(x-s)\). Since \(\varphi(x-s)=\varphi(x)\),

\[
\frac{\varphi'}{\varphi}+p=zw(x)e^{-ps}.
\]

The average of \(\varphi'/\varphi=(\ln\varphi)'\) over a period is zero, so \(p=z\langle w\rangle e^{-ps}\). The law is unchanged, with \(K\) replaced by \(K\langle w\rangle\).

For the example, a period of 0.25 nm does not fit 0.70 nm. A corrugation of 0.10 eV from minimum to maximum, with \(K\langle w\rangle\) held at the example's \(K\), gives an uncovered fraction of 0.087. With the same corrugation at \(ps=100\), \((1-\theta)\ln K=1.07\), consistent with the logarithmic law.

Strictly discrete sites break the law. For rods covering \(m\) sites, with weight \(y\) per placement, the last site is either empty or ends a rod: \(\Xi_M=\Xi_{M-1}+y\Xi_{M-m}\). The growth factor \(G\) per site obeys \(y=G^{m-1}(G-1)\), so

\[
\frac{d\ln y}{d\ln G}=m-1+\frac G{G-1}
=\frac{1+m(G-1)}{G-1}.
\]

Here let \(\theta\) be the fraction of sites covered, \(\theta=m\,d\ln G/d\ln y\). This gives \(1-\theta=1/[1+m(G-1)]\). For large \(y\), \(G\approx y^{1/m}\), and the gap falls as the power \(y^{-1/m}/m\). Rods held strictly on sites cannot waste length in small random gaps. Wells of finite width differ from this when \(s\) is exactly a whole number of periods: the smooth law derived above then holds at any depth, because touching rods in successive wells still restrict each other's small displacements. Taking \(m=3\) and \(y=K(0.25/0.70)\) in the example leaves 0.013 of the sites empty. Each rod of 0.70 nm then takes up three sites, or 0.75 nm, so the bare fraction of the length is \(1-0.987\,(0.70/0.75)=0.079\), against 0.105 on the smooth line.

Pinning can also leave more bare length: with a period of 0.28 nm, three sites take 0.84 nm, and at least \(1-0.70/0.84=0.17\) of the length stays bare. A real step edge has wells of finite depth and width, and this model does not say how close a given metal comes to either the smooth or the strictly pinned line. Other changes to the smooth line were each made alone. Binding weaker or stronger by 0.1 eV gives 0.137 or 0.084. A neighbour energy of 0.05 eV, acting when the gap is below 0.15 nm, gives 0.076 for attraction and 0.167 for repulsion. A 10 nm segment with hard ends gives 0.103, but this depends on how well the rods fit: segments of 9.5 or 10.5 nm leave a larger fraction bare than the long line does. Quantum motion in the two transverse translations lowers \(K\) by about 0.2%; this figure does not include the librations, which are kept classical. Terrace adsorption, multilayers and surface reactions are left out.

Time matters as well. With unit sticking and a capture width equal to \(s\), the adsorbed lifetime \(1/k_d\) is about 0.5 s. Fast diffusion would make small deviations relax in \(0.531\times0.1046^2\) s, about 6 ms. If the rods cannot diffuse, they first fill to near the irreversible jamming coverage, 0.748. One simulated run gave a coverage of 0.78 after one lifetime, 0.84 after ten and about 0.89 between 100 and 149, near the equilibrium value of 0.895. For immobile rods a dose of a second would thus leave about a fifth of the edge bare. This is a limiting case: at 450 K a rod hops less than once per lifetime only if the barrier along the edge is about 1.1 eV, and wells that deep would pin the rods instead of leaving a smooth line. With the 0.10 eV corrugation used above, a free rod hops nearly \(10^{11}\) times per lifetime, and fast diffusion is the relevant limit. Once the vapour is removed, the same reversibility empties the line as \(e^{-k_dt}\), so with unit sticking the blocking in this model would not last through a purge of several seconds. At fixed \(K\) the lifetime grows as one over the sticking probability, to about 5 s for a probability of 0.1, and the conclusion weakens accordingly. The numerical output lists these values with their inputs.

## Values computed for the example and the checks

```
K | uncovered fraction | 1/ln K | Langmuir 1/(1+K)
1e+02 | 0.22802 | 0.21715 | 9.90e-03
1e+04 | 0.12148 | 0.10857 | 1.00e-04
1e+06 | 0.08075 | 0.07238 | 1.00e-06
1e+10 | 0.04755 | 0.04343 | 1.00e-10
1e+20 | 0.02309 | 0.02171 | 1.00e-20
(1-theta) ln K passes 1 at K = 41.19
its peak = 1.1200 at K = 3.459e+04, W = 8.331
its value at K = 1e300: 1.0081
simulation K = 10: theta = 0.6354, law 0.6358
simulation room for probe 0.4 s: 0.1817, law 0.1812
rod 0.70 nm, binding 1.40 eV, T 450 K, 0.10 Torr
mass 93 u, stiffness 10 N/m, libration 0.20 rad
kT = 0.03878 eV, gas density = 2.1459e-06 nm^-3
transverse area = 3.9037e-03 nm^2, orientation factor = 1.5958e-03
Boltzmann factor exp(E/kT) = 4.7787e+15
K = 4.4716e+04, ln K = 10.7081, W = 8.5609
covered fraction = 0.8954, uncovered = 0.1046
1/ln K = 0.0934, Langmuir uncovered = 2.236e-05
mean gap = 0.0818 nm, line force = 76.0 pN
room fraction for a 0.40 nm precursor = 7.852e-04
halving the gap: K times 3.006e+04, pressure 3.006e+03 Torr
or extra binding 0.400 eV at fixed pressure
adsorbed lifetime (unit sticking) = 0.531 s
relaxation time with fast diffusion = 5.81 ms
uncovered, binding 0.1 eV weaker / stronger: 0.1372 / 0.0840
uncovered, corrugation 0.10 eV, period 0.25 nm: 0.0865
corrugated (1-theta) ln K at p s = 100: 1.0682
uncovered, strict pinning on 3 sites: 0.0134
neighbour energy 0.05 eV within 0.15 nm:
uncovered, attraction / repulsion: 0.0759 / 0.1666
uncovered, 10 nm segment with hard ends: 0.1030
quantum factor on K, two transverse modes: 0.99845
irreversible jamming coverage = 0.7476
immobile rods, one run on a ring of 400 rod lengths:
coverage after 0.01 lifetimes = 0.757
coverage after 1 lifetimes = 0.782
coverage after 10 lifetimes = 0.843
coverage after 50 lifetimes = 0.880
mean coverage from 100 to 149 lifetimes = 0.887
```
